# Why Carrier Recombination Can Drive Defect Migration Without Appreciable Lattice Heating

## What dimensions fix

A defect hops at the rate $k_{\rm th}$ when the lattice supplies all the energy. Let it also go through $R$ recombination cycles per unit time. If the defect forgets each cycle before the next, the cycles act independently and their effects add:

$$k=k_{\rm th}+RP .$$

Since $k$ and $R$ are both rates, $P$ is a pure number, the chance of a hop per cycle. Dividing by $k_{\rm th}$ gives

$$\frac{k}{k_{\rm th}}=1+R\tau,\qquad \tau=\frac{P}{k_{\rm th}},$$

where $\tau$ is a time. Recombination matters when $R\tau>1$. The question is why $\tau$ can be long when vibrational energy is lost within picoseconds.

**Model.** One local vibration, the reaction mode, carries the defect over its barrier. It is harmonic with frequency $\omega$, and $\hbar=1$ in the algebra. The migration barrier is $E_m=M\omega$. Electron capture puts $E_R=p\omega<E_m$ into the mode. Hole capture then resets the charge; its energy is counted as lattice heat and not given to the mode. The barrier is the same in both charge states. At level $M$, the highest level kept, the defect hops at the rate $\kappa=\omega/2\pi$, one attempt per oscillation.

The example takes $T=400$ K ($k_BT=0.03447$ eV), $\omega=0.05$ eV, $E_m=1.5$ eV and $E_R=1.0$ eV, so $M=30$ and $p=20$. In ordinary units $\kappa=1.21\times10^{13}$ s$^{-1}$.

## Contribution 1: phonon dissipation

Let the mode exchange single quanta with lattice phonons through a weak coupling $g$, at phonon density of states $\rho$. Removing a quantum from level $n$ has squared matrix element $g^2n(\bar n+1)$, and adding one has $g^2(n+1)\bar n$, where $\bar n$ is the thermal phonon number at $\omega$. The golden rule gives

$$d_n=\gamma n(\bar n+1),\qquad u_n=\gamma(n+1)\bar n,\qquad \gamma=2\pi g^2\rho .$$

The mean level changes at the rate $\langle u_n-d_n\rangle$, in which the terms $n\bar n$ cancel:

$$\frac{d\langle n\rangle}{dt}=-\gamma(\langle n\rangle-\bar n).$$

The example takes $\gamma=10^{12}$ s$^{-1}$. Starting from 20 quanta, the mean after one lifetime $1/\gamma$ is 7.55. Diagonalizing the mode coupled to 801 phonons between 0.03 and 0.07 eV gives 7.62, a difference of 1% relative to the latter. At this assumed $\gamma$, dissipation takes picoseconds.

## Contribution 2: the thermal barrier

Let $t_j$ be the mean time to climb from level $j-1$ to level $j$ for the first time. From level $n$ the next step comes after a mean time $1/(u_n+d_n)$. With probability $d_n/(u_n+d_n)$ it goes down, and the mode must then climb back and try again:

$$t_{n+1}=\frac{1}{u_n+d_n}+\frac{d_n}{u_n+d_n}\,(t_n+t_{n+1})
\;\Rightarrow\; u_nt_{n+1}=1+d_nt_n .$$

Write $x=e^{-\omega/k_BT}$, so that $\bar n=x/(1-x)$ and $\bar n+1=1/(1-x)$. Multiplying by $1-x$ and setting $y_n=\gamma n t_n$, with $y_0=0$, gives

$$x\,y_{n+1}=1-x+y_n\;\Rightarrow\; x(y_{n+1}+1)=y_n+1 .$$

Hence $y_n+1=x^{-n}$, and

$$t_j=\frac{x^{-j}-1}{\gamma j}.$$

At level $M$ the same argument holds with $\kappa$ in place of $u_M$. The mean time to leave from there is

$$t_{\rm exit}=\frac{1+d_Mt_M}{\kappa}
=\frac1\kappa\left[1+\frac{x^{-M}-1}{1-x}\right]
=\frac{x^{-M}-x}{(1-x)\kappa}.$$

The mean hop time from level $n$ is $T(n)=\sum_{j=n+1}^{M}t_j+t_{\rm exit}$.

For large $s$ the sum $\sum_{j\le s}x^{-j}/j$ is dominated by its last terms, which fall by nearly a factor $x$ per step down. It is close to $x^{-s}/[s(1-x)]$, with a relative correction of about $x/[s(1-x)]$. Here $x=0.2344$, so at $s=20$ this is 1.5%. To leading order,

$$k_{\rm th}=\frac1{T(0)}\approx\frac{(1-x)\,e^{-E_m/k_BT}}{1/(\gamma M)+1/\kappa}.$$

In numbers, $0.766\times1.26\times10^{-19}/(1.16\times10^{-13}\ {\rm s})=8.3\times10^{-7}$ s$^{-1}$, or one hop in 14 days.

## Contribution 3: the local deposit

Suppose capture leaves the mode at level $s$. Either the defect hops promptly, with chance $P(s)$, or the mode relaxes within picoseconds and the long thermal wait starts again. Neglecting picoseconds beside $T(0)$,

$$T(s)=[1-P(s)]\,T(0)\;\Rightarrow\;P(s)=1-\frac{T(s)}{T(0)}=\frac{1}{T(0)}\sum_{j=1}^{s}t_j .$$

For $s=p$, the leading forms of the sum and of $T(0)$ give

$$P(p)\approx\frac{x^{-p}}{\gamma p(1-x)}\cdot\frac{(1-x)x^M}{1/(\gamma M)+1/\kappa}
=\frac Mp\,B\,e^{-(E_m-E_R)/k_BT},\qquad B=\frac{\kappa}{\kappa+\gamma M}.$$

The deposit is subtracted from the barrier in the exponent. Phonon loss appears in the branching factor $B$, which weighs hopping at $\kappa$ against losing a quantum at about $\gamma M$ near the barrier top. In the example $B=0.287$: loss wins more often than hopping, but this costs only a factor of about 3.5. The formula gives $1.5\times0.287\times5.0\times10^{-7}=2.2\times10^{-7}$. Propagating the level populations in time from level 20 also gives $2.2\times10^{-7}$.

A second case is a deposit that reaches the barrier, $s=M$. The exponential disappears and $P\approx B$; time propagation gives 0.289. Dissipation is then the main obstacle left. Near the barrier top a quantum is lost in less than one oscillation, so a fixed hop rate from one level is only a rough description. Classical damped trajectories in the harmonic well, started at the barrier energy with random phase and able to leave on one side only, hop with a chance of about one quarter, slightly more when the noise is set by the mean quantum energy of the mode than when it is classical.

## Contribution 4: heat already in the mode

Capture is assumed equally fast from every level, and it adds $p$ quanta to whatever the mode holds. Before capture, level $n$ has probability $(1-x)x^n$. Capture raises the prompt hop chance from $P(n)$ to $P(n+p)$, that is, by $[T(n)-T(n+p)]/T(0)$. Averaging this gain gives the hop chance $P$ per cycle, and dividing by $k_{\rm th}=1/T(0)$ gives the average time saved per cycle,

$$\tau=\langle T(n)-T(n+p)\rangle ,$$

with the final level capped at $M$. For $n\le M-p$ the time saved is about $x^{-(n+p)}/[\gamma(n+p)(1-x)]$. Multiplied by the probability of level $n$, this becomes $x^{-p}/[\gamma(n+p)]$. The small chance of starting at $n$ is offset by the smaller energy still missing, so all these levels carry the same exponential:

$$\tau\approx\frac{S}{\gamma}\,e^{E_R/k_BT},\qquad S=\sum_{l=p}^{M}\frac1l .$$

Starting levels above $M-p$ add about $x/[M(1-x)]=0.01$ to $S=0.447$ and are dropped here. The full average is $\tau=1.84$ s. The hop chance per cycle is $P=k_{\rm th}\tau=1.53\times10^{-6}$, seven times the value for a mode that starts in its ground level.

This is the core of the explanation. Thermal fluctuations must wait a long time before they happen to gather $E_R$ in this one mode. Capture supplies it at once. The energy survives for only picoseconds, but a thermal fluctuation of the same size is equally short-lived, so both face the same competition with phonon loss.

## Weighing the contributions

Multiplying $\tau$ by $R$ gives the acceleration as a product of three factors:

$$\frac{k}{k_{\rm th}}-1\approx\frac R\gamma\; S\; e^{E_R/k_BT}.$$

The carrier density is $10^{16}$ cm$^{-3}$, and the capture coefficients are $10^{-8}$ cm$^3$/s for electrons and $10^{-9}$ cm$^3$/s for holes. The capture rates are thus $10^8$ and $10^7$ s$^{-1}$. The two waiting times add, so

$$R=\frac{10^8\times10^7}{10^8+10^7}\ {\rm s^{-1}}=9.09\times10^6\ {\rm s^{-1}} .$$

- Rarity of excitation: $R/\gamma=9.1\times10^{-6}$.
- Sum over starting levels: $S=0.447$.
- Energy supplied: $e^{E_R/k_BT}=4.0\times10^{12}$.

Their product is $1.6\times10^7$. Solving the whole ladder with both charge states, without assuming that cycles are independent, gives $1.68\times10^7$. The driven rate is 13.9 s$^{-1}$, one hop in 72 ms instead of 14 days.

With the capture rates held fixed, the apparent activation energy between 390 and 410 K falls from 1.48 to 0.49 eV, a drop of $E_R$ to within 0.01 eV. The acceleration itself weakens on heating, because $e^{E_R/k_BT}$ falls.

## Why the average energy stays small

Without escape, captures add $Rp$ to the equation for $\langle n\rangle$. In the steady state $\langle n\rangle-\bar n=Rp/\gamma$, so the mean excess energy is

$$\Delta E=\frac{R}{\gamma}E_R=9.1\times10^{-6}\ {\rm eV}.$$

The small factor $R/\gamma$ is the same as before, but here no exponential multiplies it. If this energy were thermal, the mode would be 0.125 K warmer and the hop rate would rise by 1.4%.

The difference lies in the distribution. Nearly every capture lifts the mode past a high level $l\le p$, and the mode must come down again. The net downward flow through $l$ is therefore $R$:

$$\gamma l\,[(\bar n+1)P_l-\bar nP_{l-1}]=R .$$

For slowly varying populations $P_l\approx P_{l-1}$, which leaves $P_l\approx R/(\gamma l)$. At $l=15$ this is $6.1\times10^{-7}$; the steady-state solution gives $6.2\times10^{-7}$, against $2.7\times10^{-10}$ in equilibrium. Level 15 is overpopulated about two thousandfold while the mean hardly moves. No single temperature describes such a mode.

## Lattice heating

Take $10^{14}$ defects per cm$^3$ in a 10 µm layer, and let each cycle release the full gap energy of 3.2 eV as heat. The heat flux is 0.466 W/cm$^2$. It leaves through a 350 µm die of conductivity 2.5 W/(cm K). Heat generated uniformly in the layer crosses half the layer on average, so

$$\Delta T=\frac{0.466\,(0.0005+0.035)}{2.5}\ {\rm K}=0.0066\ {\rm K}.$$

To reach the driven rate by heat alone, the lattice would have to be at 654 K, which is 254 K hotter.

Nor does a lasting hot spot form. In one mode lifetime, phonons moving at roughly 5 nm/ps spread over a radius of 5 nm, which holds about $5\times10^4$ atoms. Shared among them with the classical heat capacity $3k_B$ per atom, 1.0 eV is a rise of about 0.08 K. This is an order of magnitude, since the classical value overstates the heat capacity of a stiff crystal at 400 K.

## Beside a real device

The numbers are meant for an interstitial-type defect in a forward-biased 4H-SiC power diode. The gap and thermal conductivity are rough values for that material; the barrier, deposit, mode and capture coefficients are assumed round values, not data for an identified defect. Three assumptions are especially insecure. The first is that one mode receives the whole deposit, because real capture generally excites several modes. With 80% in the reaction mode the acceleration falls to $7.6\times10^4$, and with 50% to 23. The second is that capture is equally fast from every level. In multiphonon capture the rate depends on the level. Weighting the levels by the overlaps of displaced oscillators, at the same total capture rate, multiplies the acceleration by 5, 0.56, 0.32 and 0.84 for Huang–Rhys factors of 10, 15, 20 and 30, and by nearly a thousand for a factor of 5. The third is that hole capture gives the mode nothing, although it releases about 2.2 eV, more than the barrier. If 1.0 eV of this also entered the mode, the driven rate would be 20 times higher; with 1.5 eV it would be $1.9\times10^5$ times higher. The hole coefficient may also be generous for a capture that must dispose of so much energy. Where hole capture limits the cycle, the driven rate falls nearly in proportion to it. Whole-device dissipation of 300 W/cm$^2$ warms the die by 4.2 K, package excluded, and raises the thermal hop rate by a factor of 1.56. A package can add much more, but even a total rise of 100 K would raise the thermal hop rate only by a factor of about $5\times10^3$, far too little to imitate the driven rate.

Other changes to the model matter less:

- **Thermal re-emission.** The model omits the reverse of electron capture. Including it, with a conduction-band density of states of about $2.6\times10^{19}$ cm$^{-3}$, lowers the driven rate by about 4%.
- **Phonon loss three times faster.** The driven rate is multiplied by 0.41, the ratio of the two branching factors. The acceleration falls by three, as $1/\gamma$ requires.
- **Anharmonic mode.** If the level spacing halves on the way to the barrier top, the acceleration is $9.6\times10^6$ with the deposit rounded down to a whole level. Much of that reduction comes from the rounding: interpolating between levels to keep the full deposit gives $1.4\times10^7$ to $1.5\times10^7$, depending on how the interpolation is done.
- **Levels above the barrier, and tunnelling.** Including both, with a parabolic barrier whose frequency equals that of the mode, lowers the driven rate to 0.80 of its value. Such a barrier transmits only half at its top, and the added escape paths do not fully make up for this. With twice that barrier frequency tunnelling is stronger, and the factor is 1.04.

A barrier that depends on charge state is a rival explanation. To give the same acceleration at 400 K it would have to drop by about $k_BT\ln(1.68\times10^7)=0.57$ eV, if the prefactor stays the same and the defect is nearly always in the low-barrier state. With the capture rates above that state is occupied 91% or 9% of the time, which raises the needed drop to 0.58 or 0.66 eV. A lowered activation energy therefore does not by itself identify the mechanism. Its size can help: with fixed capture rates, the rival lowers it by roughly 0.6 to 0.7 eV in this example, the energy deposit by 1.0 to 1.1 eV if the whole electron deposit enters the mode and hole capture adds nothing. In a real device the capture rates themselves change with temperature and shift both figures. The account given here requires enough energy to enter the reaction mode and cycles frequent enough that $R\tau>1$, which in this example means more than about 0.5 per second. The remaining values are in the numerical output.

## Computed results

```
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Mode quantum: 0.05 eV
Migration barrier: 1.5 eV
Energy deposited per electron capture: 1 eV
Barrier level M: 30
Deposited quanta p: 20
Boltzmann factor x of one quantum: 0.2344
Phonon loss rate: 1e+12 1/s
Attempt rate at barrier level: 1.21e+13 1/s
Carrier density: 1e+16 cm^-3
Electron capture coefficient: 1e-08 cm^3/s
Hole capture coefficient: 1e-09 cm^3/s
Recombination cycles per defect: 9.09e+06 1/s
Quanta left after 1 lifetime, ladder: 7.551
Quanta left after 1 lifetime, phonon bath: 7.622
Thermal hop rate: 8.3e-07 1/s
Thermal time per hop: 14 days
Branching factor hop/(hop+loss): 0.287
Prompt hop chance from barrier level: 0.289
Prompt hop chance from ground + deposit: 2.19e-07
Hop chance per cycle, thermal average: 1.53e-06
Same, simple formula: 1.48e-06
Thermal climb time from ground to deposit: 0.264 s
Waiting time saved per cycle, average: 1.84 s
Driven hop rate: 13.9 1/s
Driven time per hop: 71.9 ms
Acceleration: 1.68e+07
Apparent activation energy, thermal: 1.484 eV
Apparent activation energy, driven: 0.487 eV
Mean excess energy of mode: 9.09e-06 eV
Mode temperature rise from mean energy: 0.125 K
Hop factor that this rise would give: 1.0136
Population of level 15, driven: 6.2e-07
Population of level 15, thermal: 2.72e-10
Defect density: 1e+14 cm^-3
Band gap (heat per cycle): 3.2 eV
Drift layer thickness: 10 um
Die thickness: 350 um
Thermal conductivity: 2.5 W/(cm K)
Heat flux from defect recombination: 0.466 W/cm^2
Lattice rise from defect recombination: 0.00662 K
Radius reached by phonons in 1 lifetime: 5 nm
Local rise after spreading one deposit: 0.077 K
Lattice temperature for same rate by heat: 654 K
Whole-device heat flux: 300 W/cm^2
Die temperature rise from whole device: 4.2 K
Thermal hop factor from that rise: 1.56
Driven rate change, open barrier + tunnelling: 0.802
Thermal rate change, same: 0.784
Acceleration, anharmonic mode: 9.62e+06
Driven rate change, phonon loss x3: 0.413
Acceleration, phonon loss x3: 5.59e+06
Acceleration, 80% of deposit in mode: 7.64e+04
Acceleration, 50% of deposit in mode: 22.8
Barrier drop giving same acceleration: 0.573 eV
```
